# Antibunching, bunching and blinking of a molecule with a triplet shelf: test program

```python
"""Photon correlation and blinking of a three-level molecule.

Result under test: for levels S0, S1, T1 with rates
  pump (S0->S1), decay (S1->S0), crossing (S1->T1), shelf (T1->S0),
  g2(t) = 1 - (1+A) exp(-fast t) + A exp(-slow t),
where fast and slow are the two nonzero relaxation constants and
  A = fast (slow-shelf) / (shelf (fast-slow)).
Mean bright period = (pump+decay+crossing)/(pump crossing);
mean dark period = 1/shelf. Times are in microseconds (us).
The formulas are compared with matrix exponentials of the rate matrix,
survival integrals, a curve fit and a simulated photon stream.
"""
import numpy as np
from scipy.integrate import quad
from scipy.linalg import expm, null_space
from scipy.optimize import brentq, curve_fit, minimize_scalar


def rate_matrix(pump, decay, crossing, shelf):
    """Columns are source levels, rows are destination levels."""
    return np.array([[-pump, decay, shelf],
                     [pump, -(decay + crossing), 0.0],
                     [0.0, crossing, -shelf]])


def steady_state(matrix):
    vector = null_space(matrix)[:, 0]
    return vector / vector.sum()


def g2_numeric(time, matrix, stationary):
    """S1 population after a start in S0, over its stationary value."""
    return expm(matrix * time)[1, 0] / stationary[1]


def relaxation(pump, decay, crossing, shelf):
    total = pump + decay + crossing
    root = np.sqrt((total - shelf)**2 / 4 - pump * crossing)
    fast = (total + shelf) / 2 + root
    slow = (total * shelf + pump * crossing) / fast
    amplitude = fast * (slow - shelf) / (shelf * (fast - slow))
    return fast, slow, amplitude


def g2_curve(time, fast, slow, amplitude):
    return (1 - (1 + amplitude) * np.exp(-fast * time)
            + amplitude * np.exp(-slow * time))


pump, decay, crossing, shelf = rates = (50.0, 200.0, 0.5, 0.05)
matrix = rate_matrix(*rates)
stationary = steady_state(matrix)
fast, slow, amplitude = relaxation(*rates)
total = pump + decay + crossing
product = total * shelf + pump * crossing

# Stationary populations and relaxation constants from the full matrix
populations = np.array([(decay + crossing) * shelf, pump * shelf,
                        pump * crossing]) / product
assert np.allclose(stationary, populations, rtol=1e-9)
eigenvalues = np.sort(-np.linalg.eigvals(matrix).real)
assert np.allclose(eigenvalues[1:], [slow, fast], rtol=1e-8)

# Whole correlation curve, also with weak separation and with no crossing
times = np.geomspace(1e-4, 60, 80)
data = np.array([g2_numeric(t, matrix, stationary) for t in times])
assert np.allclose(data, g2_curve(times, fast, slow, amplitude), atol=1e-8)
for other in [(1.0, 1.0, 1.0, 0.3), (1.0, 1.0, 1.0, 8.0),
              (2.0, 5.0, 0.0, 0.3)]:
    other_matrix = rate_matrix(*other)
    other_steady = steady_state(other_matrix)
    for t in (0.1, 0.7, 3.0):
        assert abs(g2_numeric(t, other_matrix, other_steady)
                   - g2_curve(t, *relaxation(*other))) < 1e-10

# Three regimes: one crossing of unity, no crossing, repeated crossings
sign_changes = []
for shelf_rate in (0.3, 8.0, 3.0):
    other_matrix = rate_matrix(1.0, 1.0, 1.0, shelf_rate)
    other_steady = steady_state(other_matrix)
    signs = np.sign([g2_numeric(t, other_matrix, other_steady) - 1
                     for t in np.linspace(0.01, 7, 400)])
    sign_changes.append(int(np.sum(signs[1:] != signs[:-1])))
assert sign_changes[0] == 1
assert sign_changes[1] == 0
assert sign_changes[2] >= 2

# Crossing of unity and maximum of the curve
cross_time = np.log((1 + amplitude) / amplitude) / (fast - slow)
peak_time = np.log((fast - shelf) / (slow - shelf)) / (fast - slow)
cross_numeric = brentq(
    lambda t: g2_numeric(t, matrix, stationary) - 1, 1e-5, 0.02)
peak_numeric = minimize_scalar(
    lambda t: -g2_numeric(t, matrix, stationary),
    bounds=(0.005, 0.2), method="bounded", options={"xatol": 1e-9})
assert abs(cross_numeric / cross_time - 1) < 1e-7
assert abs(peak_numeric.x / peak_time - 1) < 1e-4
peak_height = g2_curve(peak_time, fast, slow, amplitude)

# Mean periods as integrals of survival probabilities
bright = total / (pump * crossing)
dark = 1 / shelf
singlets = matrix[:2, :2]


def bright_survival(t):
    return expm(singlets * t)[:, 0].sum()


bright_integral = (quad(bright_survival, 0, 0.1)[0]
                   + quad(bright_survival, 0.1, 400, limit=200)[0])
assert abs(bright_integral / bright - 1) < 1e-6
assert abs(stationary[2] - dark / (bright_integral + dark)) < 1e-6

# Periods recovered from a fit to the numerically computed curve
fit, _ = curve_fit(g2_curve, times, data, p0=(200.0, 0.1, 1.0))
fit_fast, fit_slow, fit_amp = fit
fit_dark = (1 + fit_amp * (1 - fit_slow / fit_fast)) / fit_slow
fit_shelf = 1 / fit_dark
fit_bright = ((fit_fast + fit_slow - fit_shelf)
              / ((fit_fast - fit_shelf) * (fit_slow - fit_shelf)))
assert abs(fit_dark / dark - 1) < 1e-4
assert abs(fit_bright / bright_integral - 1) < 1e-4
simple_dark = (1 + fit_amp) / fit_slow
simple_bright = (1 + fit_amp) / (fit_amp * fit_slow)
assert abs(simple_dark / dark - 1) < 0.01
assert abs(simple_bright / bright - 1) < 0.01

# Random quantum jumps: each cycle is excitation, then decay or crossing
rng = np.random.default_rng(12345)
cycles = 6_000_000
singlet_wait = (rng.exponential(1 / pump, cycles)
                + rng.exponential(1 / (decay + crossing), cycles))
shelved = rng.random(cycles) < crossing / (decay + crossing)
shelf_wait = np.zeros(cycles)
shelf_wait[shelved] = rng.exponential(1 / shelf, shelved.sum())
cycle_end = np.cumsum(singlet_wait + shelf_wait)
jump_time = cycle_end - shelf_wait
mc_bright = np.mean(jump_time[shelved][1:] - cycle_end[shelved][:-1])
mc_decays = np.mean(np.diff(np.flatnonzero(shelved)) - 1)
decays_per_bright = decay / crossing
# Statistical errors are about one percent for these two means
assert abs(mc_bright / bright - 1) < 0.04
assert abs(mc_decays / decays_per_bright - 1) < 0.04

# Coincidences of the photon stream seen by an imperfect detector
efficiency = 0.3
detected = jump_time[(~shelved) & (rng.random(cycles) < efficiency)]
detected_rate = len(detected) / cycle_end[-1]
starts = detected[detected < cycle_end[-1] - 200]
bins = [(0.0, 0.002), (0.004, 0.006), (0.03, 0.05),
        (5.0, 6.0), (20.0, 22.0), (100.0, 110.0)]
stream_rows = []
for left, right in bins:
    # A start photon must not be counted as its own partner
    first = np.searchsorted(detected, starts + left, side="right")
    last = np.searchsorted(detected, starts + right, side="right")
    counted = np.sum(last - first) / (
        len(starts) * detected_rate * (right - left))
    expected = quad(g2_curve, left, right,
                    args=(fast, slow, amplitude))[0] / (right - left)
    # Finite number of blinking cycles: errors of a few percent
    assert abs(counted / expected - 1) < 0.08
    stream_rows.append((left, right, counted, expected))

print(f"pump rate k12 = {pump:.2f} us^-1")
print(f"singlet decay rate k21 = {decay:.2f} us^-1")
print(f"crossing rate k23 = {crossing:.2f} us^-1")
print(f"triplet decay rate k31 = {shelf:.2f} us^-1")
print(f"sum a = k12+k21+k23 = {total:.2f} us^-1")
print(f"product P = a k31 + k12 k23 = {product:.4f} us^-2")
print(f"shoulder test a-k31 = {total - shelf:.3f} us^-1")
print(f"shoulder test 2 sqrt(k12 k23) = "
      f"{2 * np.sqrt(pump * crossing):.3f} us^-1")
for name, value in zip(("S0", "S1", "T1"), stationary):
    print(f"stationary population {name} = {value:.5f} (no unit)")
print(f"fast constant lambda+ = {fast:.5f} us^-1")
print(f"slow constant lambda- = {slow:.6f} us^-1")
print(f"antibunching time 1/lambda+ = {1 / fast:.6f} us")
print(f"shoulder decay time 1/lambda- = {1 / slow:.4f} us")
print(f"shoulder amplitude A = {amplitude:.5f} (no unit)")
print(f"initial slope of g2 = {product / shelf:.2f} us^-1")
print(f"g2 crosses one at = {cross_time:.6f} us")
print(f"g2 maximum at = {peak_time:.6f} us")
print(f"g2 maximum value = {peak_height:.5f} (no unit)")
print(f"mean bright period = {bright:.4f} us")
print(f"mean bright period, survival integral = {bright_integral:.4f} us")
print(f"mean bright period, simulation = {mc_bright:.3f} us")
print(f"mean dark period = {dark:.4f} us")
print(f"wrong bright estimate 1/k23 = {1 / crossing:.4f} us")
print(f"S1->S0 decays per bright period = {decays_per_bright:.1f} (no unit)")
print(f"same, simulation = {mc_decays:.1f} (no unit)")
print(f"bright period from fit, exact inversion = {fit_bright:.4f} us")
print(f"dark period from fit, exact inversion = {fit_dark:.4f} us")
print(f"bright period from fit, simple estimate = {simple_bright:.4f} us")
print(f"dark period from fit, simple estimate = {simple_dark:.4f} us")
for t in (0.0, 0.001, 0.004, 0.01, 0.1, 1.0, 5.0, 20.0, 60.0):
    print(f"g2 at {t:.3f} us = "
          f"{g2_curve(t, fast, slow, amplitude):.4f} (no unit)")
print(f"simulated detection efficiency = {efficiency:.2f} (no unit)")
for left, right, counted, expected in stream_rows:
    print(f"mean g2, {left:.3f} to {right:.3f} us: simulation "
          f"{counted:.3f}, formula {expected:.3f} (no unit)")
print(f"crossings of one, k12=k21=k23=1, k31=0.3 us^-1: {sign_changes[0]}")
print(f"crossings of one, same but k31=8 us^-1: {sign_changes[1]}")
print(f"crossings of one up to 7 us, k31=3 us^-1: {sign_changes[2]}")
print("no test failed")
```

Running it gives:

```
pump rate k12 = 50.00 us^-1
singlet decay rate k21 = 200.00 us^-1
crossing rate k23 = 0.50 us^-1
triplet decay rate k31 = 0.05 us^-1
sum a = k12+k21+k23 = 250.50 us^-1
product P = a k31 + k12 k23 = 37.5250 us^-2
shoulder test a-k31 = 250.450 us^-1
shoulder test 2 sqrt(k12 k23) = 10.000 us^-1
stationary population S0 = 0.26716 (no unit)
stationary population S1 = 0.06662 (no unit)
stationary population T1 = 0.66622 (no unit)
fast constant lambda+ = 250.40014 us^-1
slow constant lambda- = 0.149860 us^-1
antibunching time 1/lambda+ = 0.003994 us
shoulder decay time 1/lambda- = 6.6729 us
shoulder amplitude A = 1.99840 (no unit)
initial slope of g2 = 750.50 us^-1
g2 crosses one at = 0.001621 us
g2 maximum at = 0.031276 us
g2 maximum value = 2.98786 (no unit)
mean bright period = 10.0200 us
mean bright period, survival integral = 10.0200 us
mean bright period, simulation = 10.123 us
mean dark period = 20.0000 us
wrong bright estimate 1/k23 = 2.0000 us
S1->S0 decays per bright period = 400.0 (no unit)
same, simulation = 403.9 (no unit)
bright period from fit, exact inversion = 10.0200 us
dark period from fit, exact inversion = 20.0000 us
bright period from fit, simple estimate = 10.0120 us
dark period from fit, simple estimate = 20.0080 us
g2 at 0.000 us = 0.0000 (no unit)
g2 at 0.001 us = 0.6639 (no unit)
g2 at 0.004 us = 1.8959 (no unit)
g2 at 0.010 us = 2.7503 (no unit)
g2 at 0.100 us = 2.9687 (no unit)
g2 at 1.000 us = 2.7203 (no unit)
g2 at 5.000 us = 1.9446 (no unit)
g2 at 20.000 us = 1.0998 (no unit)
g2 at 60.000 us = 1.0002 (no unit)
simulated detection efficiency = 0.30 (no unit)
mean g2, 0.000 to 0.002 us: simulation 0.637, formula 0.639 (no unit)
mean g2, 0.004 to 0.006 us: simulation 2.131, formula 2.131 (no unit)
mean g2, 0.030 to 0.050 us: simulation 2.987, formula 2.986 (no unit)
mean g2, 5.000 to 6.000 us: simulation 1.889, formula 1.877 (no unit)
mean g2, 20.000 to 22.000 us: simulation 1.091, formula 1.086 (no unit)
mean g2, 100.000 to 110.000 us: simulation 1.005, formula 1.000 (no unit)
crossings of one, k12=k21=k23=1, k31=0.3 us^-1: 1
crossings of one, same but k31=8 us^-1: 0
crossings of one up to 7 us, k31=3 us^-1: 2
no test failed
```
